\section*{Why k and −k give a real projector occupation matrix}

\section{The question}

An electron travelling with crystal momentum $\mathbf k$ can circulate around an atom that is not itself a centre of inversion of the crystal. An ultrasoft pseudopotential records the state near that atom through its overlaps with a few localized projectors. Circulation appears there as a phase difference between the overlaps with, say, a $p_x$ and a $p_y$ projector, so the matrix built from products of overlaps is complex. Yet a real symmetric array can carry all that the charge density and the energy need. The density and the energy contract the matrix with real symmetric arrays, which do not see its imaginary part. Moreover, the partner state at $-\mathbf k$ circulates the other way, so the imaginary part cancels in the sum over $\mathbf k$: the averaged matrix is itself real, and about half of the points suffice. This cancellation needs conditions on the Hamiltonian, on the projectors and on the occupations, and it can fail when one of them is dropped.

\section{Definitions and assumptions}

Hartree atomic units are used. For one spin channel the pseudo-wavefunctions obey
\begin{align}
H\psi_{n\mathbf k}&=\varepsilon_{n\mathbf k}S\psi_{n\mathbf k},\qquad
\langle\psi_{n\mathbf k}|S|\psi_{m\mathbf k}\rangle=\delta_{nm},\\
H&=-\tfrac12\nabla^2+V(\mathbf r)+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\\
S&=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|.
\end{align}
The sums are written for one atom; its periodic images, and other atoms, add terms of the same form. The projector occupation matrix at one $\mathbf k$ and its mesh average are
\begin{equation}
\rho_{ij}(\mathbf k)=\sum_n f_{n\mathbf k}\langle\psi_{n\mathbf k}|\beta_i\rangle\langle\beta_j|\psi_{n\mathbf k}\rangle,
\qquad \rho_{ij}=\sum_{\mathbf k}w_{\mathbf k}\rho_{ij}(\mathbf k).
\label{rho}
\end{equation}
With this index order, an operator $\sum_{ij}|\beta_i\rangle O_{ij}\langle\beta_j|$ has the expectation value $\sum_{ij}\rho_{ij}O_{ij}$. Exchanging the indices $i$ and $j$ in (\ref{rho}) gives $\rho_{ij}(\mathbf k)^*$, so $\rho(\mathbf k)$ is Hermitian. The assumptions are:

\begin{itemize}
\item[(A)] $V$ is real, and $D_{ij}$ and $q_{ij}$ are real and symmetric. There is no spin-orbit term and no orbital magnetic field.
\item[(B)] Each $\beta_i(\mathbf r)$ is a real radial function times a real harmonic, hence real in position space.
\item[(C)] Occupations depend on energy alone, $f_{n\mathbf k}=f(\varepsilon_{n\mathbf k})$, and $w_{-\mathbf k}=w_{\mathbf k}$.
\end{itemize}

Let $K$ denote complex conjugation in position space. This is time reversal for a particle without spin. Collinear magnetism is allowed: each spin channel has its own real $V$ and $D_{ij}$, and the argument applies to each channel separately, although full time reversal would exchange the two.

\section{Two lemmas}

\paragraph{Lemma 1.} Under (A) and (B), the functions $\psi_{n\mathbf k}^*$ form a complete $S$-orthonormal set of eigenstates at $-\mathbf k$, with the energies $\varepsilon_{n\mathbf k}$.

\emph{Proof.} The kinetic operator and $V$ are real. For the nonlocal part, conjugate its action on a function $\phi$:
\begin{equation}
\Big(\sum_{ij}\beta_iD_{ij}\langle\beta_j|\phi\rangle\Big)^*
=\sum_{ij}\beta_i^*D_{ij}^*\langle\beta_j^*|\phi^*\rangle
=\sum_{ij}\beta_iD_{ij}\langle\beta_j|\phi^*\rangle .
\end{equation}
Thus $(H\phi)^*=H\phi^*$, and likewise $(S\phi)^*=S\phi^*$. Since $\varepsilon_{n\mathbf k}$ is real, conjugating the eigenvalue equation gives $H\psi_{n\mathbf k}^*=\varepsilon_{n\mathbf k}S\psi_{n\mathbf k}^*$. For a lattice vector $\mathbf R$, the Bloch condition $\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$ becomes
\begin{equation}
\psi_{n\mathbf k}^*(\mathbf r+\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}^*(\mathbf r),
\end{equation}
which is the condition for $-\mathbf k$. Also $\langle\psi_n^*|S|\psi_m^*\rangle=\langle\psi_n|S|\psi_m\rangle^*=\delta_{nm}$. The set is complete because $K^2=1$: any state at $-\mathbf k$ is the conjugate of a state at $\mathbf k$. $\square$

\paragraph{Lemma 2.} Under (C), $\rho(\mathbf k)$ does not depend on which $S$-orthonormal eigenvectors are chosen.

\emph{Proof.} Within one level let $\psi'_a=\sum_n\psi_nW_{na}$. Orthonormality of both sets gives $\delta_{ab}=\langle\psi'_a|S|\psi'_b\rangle=(W^\dagger W)_{ab}$, so the square matrix $W$ is unitary. Then
\begin{equation}
\sum_a|\psi'_a\rangle\langle\psi'_a|=\sum_{nm}\Big(\sum_aW_{na}W_{ma}^*\Big)|\psi_n\rangle\langle\psi_m|
=\sum_n|\psi_n\rangle\langle\psi_n| .
\end{equation}
All members of the level carry the same $f$, so the level's contribution to (\ref{rho}) is unchanged. A phase is the case of a single state. $\square$

This lemma matters in practice, since a separate diagonalization at $-\mathbf k$ need not return the functions $\psi_{n\mathbf k}^*$ themselves. It also shows the role of (C): if one member of a degenerate level were filled and another left empty, the result would depend on the choice of vectors.

\section{The theorem}

\paragraph{Theorem.} Under (A), (B) and (C),
\begin{equation}
\rho_{ij}(-\mathbf k)=\rho_{ij}(\mathbf k)^*,\qquad
\tfrac12\big[\rho_{ij}(\mathbf k)+\rho_{ij}(-\mathbf k)\big]=\operatorname{Re}\rho_{ij}(\mathbf k),
\label{main}
\end{equation}
and the mesh average $\rho_{ij}$ is real and symmetric.

\emph{Proof.} Because $\beta_i$ is real,
\begin{equation}
\langle\beta_i|\psi_{n\mathbf k}^*\rangle=\int\beta_i\psi_{n\mathbf k}^*\,d^3r
=\Big(\int\beta_i\psi_{n\mathbf k}\,d^3r\Big)^*=\langle\beta_i|\psi_{n\mathbf k}\rangle^* .
\end{equation}
By the lemmas, $\rho(-\mathbf k)$ may be evaluated with $\psi_{n\mathbf k}^*$ and the same occupations:
\begin{equation}
\rho_{ij}(-\mathbf k)=\sum_nf_{n\mathbf k}\langle\beta_i|\psi_{n\mathbf k}\rangle\langle\beta_j|\psi_{n\mathbf k}\rangle^*
=\rho_{ij}(\mathbf k)^* .
\end{equation}
The pair average follows. With equal weights every pair contributes a real matrix. Hermiticity reads $\operatorname{Re}\rho_{ij}=\operatorname{Re}\rho_{ji}$ and $\operatorname{Im}\rho_{ij}=-\operatorname{Im}\rho_{ji}$, so the real part is symmetric. $\square$

\paragraph{Self-paired points.} If $2\mathbf k$ is a reciprocal-lattice vector, $\mathbf k$ and $-\mathbf k$ label the same Bloch functions. Then $\rho(\mathbf k)=\rho(-\mathbf k)=\rho(\mathbf k)^*$ is already real. On a half mesh such a point is counted once, and every other retained point has weight $2w_{\mathbf k}$.

\paragraph{Inversion symmetry.} Suppose the crystal is also symmetric under inversion about the atom. The inverted state belongs to $-\mathbf k$, and its overlap with $\beta_i$ acquires the factor $(-1)^{l_i}$. Hence $\rho_{ij}(-\mathbf k)=(-1)^{l_i+l_j}\rho_{ij}(\mathbf k)$. Comparison with (\ref{main}) shows that elements between equal parities are real at each $\mathbf k$. Those between opposite parities are imaginary and average to zero.

\section{What the real part keeps and what it drops}

The augmentation density is $n_{\rm aug}(\mathbf r)=\sum_{ij}\rho_{ij}Q_{ij}(\mathbf r)$, where $Q_{ij}$ is real and symmetric for real harmonics, and $q_{ij}=\int Q_{ij}\,d^3r$. An antisymmetric matrix contracted with a symmetric one gives zero, so
\begin{equation}
\sum_{ij}\rho_{ij}(\mathbf k)Q_{ij}=\sum_{ij}\operatorname{Re}\rho_{ij}(\mathbf k)\,Q_{ij}
=\sum_i\rho_{ii}Q_{ii}+2\sum_{i<j}\operatorname{Re}\rho_{ij}\,Q_{ij}.
\end{equation}
The density therefore ignores $\operatorname{Im}\rho$ even at a single $\mathbf k$, and so do contractions with $D_{ij}$ and $q_{ij}$. For $N$ projectors, $N(N+1)/2$ real numbers suffice, with off-diagonal entries doubled in contractions.

When the potential is a real local function determined by the spin densities, the screened strengths $D_{ij}=D^{(0)}_{ij}+\int V_{\rm eff}Q_{ij}\,d^3r$ are again real and symmetric. A self-consistent iteration that starts within (A) thus stays there.

Orbital angular momentum does see the discarded part. From $L_z=-i(x\partial_y-y\partial_x)$ one has $L_zy=-ix$ and $L_zx=iy$, so in the real $p$ basis $(L_z)_{xy}=-i$ and $(L_z)_{yx}=i$. The projected moment is
\begin{equation}
\sum_{ij}\rho_{ij}(L_z)_{ij}=-i(\rho_{xy}-\rho_{yx})=-i(2i\operatorname{Im}\rho_{xy})=2\operatorname{Im}\rho_{xy}.
\label{lz}
\end{equation}
It changes sign between $\mathbf k$ and $-\mathbf k$: the two states circulate oppositely, and the pair has no net moment.

\section{A model crystal}

Take a cubic cell of edge $a=8$ bohr with eight electrons. Two attractive wells $-v\,e^{-r^2/2w^2}$ sit at $a(0.10,0.05,0.15)$ and $a(0.45,0.35,0.60)$, with $(v,w)=(1.0\ \text{Ha},1.2\ \text{bohr})$ and $(1.5\ \text{Ha},1.0\ \text{bohr})$. The first carries four projectors, the normalized Gaussians proportional to $(1,x,y,z)e^{-r^2/2}$. Their strengths are $D_{ss}=0.2$, $D_{pp}=-0.4$, $D_{sx}=0.05$ and $D_{xy}=0.03$ Ha; the charges are $q_{ss}=0.3$ and $q_{pp}=0.2$, and other elements vanish. These are round parameters, and the potential is held fixed.

The generalized eigenproblem was diagonalized in plane waves up to 3 Ha at all 27 points of a $3\times3\times3$ mesh containing $\mathbf k=0$. The numerical values below belong to this small basis and mesh and are not converged. Raising the cutoff to 8 Ha moves $\mu$ from $0.0463$ to $0.0417$ Ha, the diagonal of the averaged $\rho$ by up to $0.047$, the projected moment quoted below from $0.097$ to $0.103\,\hbar$ and the augmentation charge from $0.633$ to $0.647$ electrons. A $6\times6\times6$ mesh at 3 Ha moves the diagonal by about $0.01$. The orbital-field moment and the spin-orbit coupling of the last section change by about 4\% at 5 Ha and about 3\% at 4.5 Ha, respectively. The relations between $\mathbf k$ and $-\mathbf k$ hold at any cutoff, because the plane waves kept at $-\mathbf k$ are the conjugates of those kept at $\mathbf k$. Occupations, including spin, are $f=2/[e^{(\varepsilon-\mu)/k_BT}+1]$ with $k_BT=0.01$ Ha; the electron number fixes $\mu=0.0463$ Ha. At $\mathbf k=(\tfrac13,\tfrac13,0)$, in units of $2\pi/a$, the fourth level, at $0.0483$ Ha, lies $0.192\,k_BT$ above $\mu$ and holds $2/(e^{0.192}+1)=0.90$ electrons. Partial filling is thus included. In the order $s,p_x,p_y,p_z$ this point gives
\begin{align}
\operatorname{Re}\rho(\mathbf k)&=\begin{pmatrix}
0.607&-0.249&-0.090&-0.000\\
-0.249&0.653&-0.203&-0.006\\
-0.090&-0.203&0.733&-0.007\\
-0.000&-0.006&-0.007&0.541\end{pmatrix},\\
\operatorname{Im}\rho(\mathbf k)&=\begin{pmatrix}
0&0.060&0.065&-0.006\\
-0.060&0&0.049&0.005\\
-0.065&-0.049&0&0.005\\
0.006&-0.005&-0.005&0\end{pmatrix}.
\end{align}
A separate diagonalization at $-\mathbf k$ gives the same real part and the opposite imaginary part, to rounding error. By (\ref{lz}) the projected moments are $\pm2(0.0485)=\pm0.097\,\hbar$.

The mesh consists of 13 pairs and the self-paired point $\mathbf k=0$, so 14 points suffice. The average is described by ten numbers:
\begin{equation}
\rho=\begin{pmatrix}
0.650&-0.237&-0.045&-0.004\\
\cdot&0.674&-0.201&-0.018\\
\cdot&\cdot&0.725&-0.010\\
\cdot&\cdot&\cdot&0.790\end{pmatrix}.
\end{equation}
The augmentation charge is $0.3(0.650)+0.2(0.674+0.725+0.790)=0.633$ electrons. The plane-wave part holds $7.367$, and together they make eight.

\section{Two conventions that matter}

\paragraph{The factor $i^l$.} For a projector centred at $\boldsymbol\tau$ in a cell of volume $\Omega$, the expansion of a plane wave in spherical waves gives
\begin{equation}
B_i(\mathbf q)=\frac{1}{\sqrt\Omega}\int\beta_i(\mathbf r-\boldsymbol\tau)e^{i\mathbf q\cdot\mathbf r}d^3r
=i^{l_i}g_i(q)Y_i(\hat{\mathbf q})e^{i\mathbf q\cdot\boldsymbol\tau},
\end{equation}
with $g_i$ and $Y_i$ real. Since $Y_i(-\hat{\mathbf q})=(-1)^{l_i}Y_i(\hat{\mathbf q})$ and $(i^{l_i})^*=(-1)^{l_i}i^{l_i}$, one finds $B_i(-\mathbf q)=B_i(\mathbf q)^*$, the reciprocal-space form of (B).

If $i^{l_i}$ is omitted when the overlaps are formed, each overlap is multiplied by $i^{-l_i}$. The matrix then becomes $i^{l_i-l_j}\rho_{ij}$ at both $\mathbf k$ and $-\mathbf k$, and its pair average is $i^{l_i-l_j}\operatorname{Re}\rho_{ij}$. For the point above, the $s$--$p_x$ average turns from $-0.249$ into $-i(-0.249)=0.249\,i$. Taking the real part would erase it. The phase must be restored first.

\paragraph{Complex harmonics.} Let $\beta_m=\sum_iU_{mi}\beta_i$ with $U$ unitary and $\beta_m^*=(-1)^m\beta_{-m}$. Then $\langle\beta_m|\psi^*\rangle=\langle\beta_m^*|\psi\rangle^*=(-1)^m\langle\beta_{-m}|\psi\rangle^*$, and for fixed $l$ labels
\begin{equation}
\rho^{c}_{mm'}(-\mathbf k)=(-1)^{m+m'}\big[\rho^{c}_{-m,-m'}(\mathbf k)\big]^* .
\end{equation}
Different elements are now linked, and the average $\rho^c=U\rho U^\dagger$ is Hermitian but in general complex. With $\beta_{\pm1}=\mp(\beta_x\pm i\beta_y)/\sqrt2$,
\begin{equation}
\rho^c_{1,-1}=-\tfrac12(\rho_{xx}-\rho_{yy})-i\rho_{xy}=0.025+0.201\,i .
\end{equation}
The imaginary part is the real $xy$ element in another guise, and it contributes to the density.

The $sy$ and $yz$ elements pass into imaginary parts in the same way; for example $\rho^c_{s,1}=-(\rho_{sx}-i\rho_{sy})/\sqrt2$. To see the size of the three together, take $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. Here $\phi_i$ are normalized $s$ and $p$ Gaussians with exponential $e^{-3r^2/2}$, and $\tilde\phi_i$ are those with $e^{-r^2}$, multiplied by $\sqrt{1-q_{ii}}$. At the displacement $(0.5,0.4,0.3)$ bohr from the atom, the augmentation density is $0.161$ bohr$^{-3}$. Keeping $\operatorname{Re}\rho^c$ alone gives $0.224$ bohr$^{-3}$, which is 39\% above the correct value.

\section{Where the theorem stops}

\paragraph{Orbital field.} Add $h\sum_{ij}|\beta_i\rangle(L_z)_{ij}\langle\beta_j|$ to $H$. The matrix $L_z$ is imaginary, so (A) fails without any spin-orbit term. For $h=0.1$ Ha the mesh average has $\operatorname{Im}\rho_{xy}=-0.407$ and a net projected moment of $-0.814\,\hbar$ per cell.

\paragraph{Spin-orbit coupling.} For a nonmagnetic crystal, time reversal is now $i\sigma_yK$, which maps $(\psi_\uparrow,\psi_\downarrow)$ to $(\psi_\downarrow^*,-\psi_\uparrow^*)$. Define $\rho^{\sigma\sigma'}_{ij}=\sum_nf_n\langle\psi_{n\sigma}|\beta_i\rangle\langle\beta_j|\psi_{n\sigma'}\rangle$. Inserting the partner state gives
\begin{align}
\rho^{\uparrow\uparrow}(-\mathbf k)&=\rho^{\downarrow\downarrow}(\mathbf k)^*,&
\rho^{\downarrow\downarrow}(-\mathbf k)&=\rho^{\uparrow\uparrow}(\mathbf k)^*,\\
\rho^{\uparrow\downarrow}(-\mathbf k)&=-\rho^{\downarrow\uparrow}(\mathbf k)^*,&
\rho^{\downarrow\uparrow}(-\mathbf k)&=-\rho^{\uparrow\downarrow}(\mathbf k)^* .
\end{align}
Form $\rho^0=\rho^{\uparrow\uparrow}+\rho^{\downarrow\downarrow}$ and $\rho^\alpha=\sum_{\sigma\sigma'}\sigma^\alpha_{\sigma\sigma'}\rho^{\sigma\sigma'}$ for $\alpha=x,y,z$. Then
\begin{equation}
\rho^0(-\mathbf k)=\rho^0(\mathbf k)^*,\qquad \rho^\alpha(-\mathbf k)=-\rho^\alpha(\mathbf k)^* .
\end{equation}
For $\alpha=y$, for instance, $-i\rho^{\uparrow\downarrow}+i\rho^{\downarrow\uparrow}$ goes to $i(\rho^{\downarrow\uparrow})^*-i(\rho^{\uparrow\downarrow})^*=-(\rho^y)^*$. The pair average of $\rho^0$ is still real and symmetric. That of $\rho^\alpha$ is $i\operatorname{Im}\rho^\alpha$, imaginary and antisymmetric. It drops out of contractions with a real symmetric $Q_{ij}$, as befits a crystal without spin density, but it carries the coupling
\begin{equation}
\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12\sum_\alpha\sum_{ij}\rho^\alpha_{ij}(L_\alpha)_{ij}.
\end{equation}
With a term $\xi\,\mathbf L\cdot\mathbf S$ in the $p$ projectors and $\xi=0.2$ Ha, the averaged up-up block of the model has imaginary elements up to $0.125$. The coupling is $-0.758\,\hbar^2$, an energy of $0.2(-0.758)=-0.152$ Ha per cell. One real symmetric array per spin would lose this energy entirely. The model keeps $q_{ij}$ and $Q_{ij}$ independent of spin. When the augmentation differs between $j=l+\tfrac12$ and $j=l-\tfrac12$, as in fully relativistic ultrasoft potentials, it contains $\mathbf L\cdot\mathbf S$ itself, and the imaginary parts of $\rho^\alpha$ then enter the charge density too.

Both signs can be understood. At fixed electron number the free energy is a minimum over density operators of expressions linear in $h$ or $\xi$, hence concave in that parameter. Its slope is the projected moment or coupling. The slope vanishes at zero parameter, where the theorem holds and the spins are equivalent, so it cannot be positive for $h,\xi>0$.

All numerical values are calculated from the stated model.
